# Nernst, Ettingshausen and Righi-Leduc Coefficients and the Bridgman Relation

## Result and definitions

A homogeneous, non-magnetic conductor carries small steady currents in the $xy$ plane, with $\mathbf B=B\hat z$. The carriers have charge $-e$, $\mathbf j$ is the charge current density and $\mathbf q$ the heat current density. The electrochemical field is $\mathbf E'=\mathbf E+\nabla\mu/e$. Gaussian units are used. With $\mathbf g=\nabla T$, three coefficients are defined by their experimental conditions:

- Nernst: $N=E'_y/(Bg_x)$ at $\mathbf j=0$, $g_y=0$.
- Righi-Leduc: $L=g_y/(Bg_x)$ at $\mathbf j=0$, $q_y=0$.
- Ettingshausen: $P=g_y/(Bj_x)$ at $j_y=0$, $q_y=0$, $g_x=0$.

For a conductor isotropic in the plane (an axis of at least threefold symmetry along $z$ and a mirror plane containing it), the Bridgman relation is

$$\kappa P=TN, \tag{1}$$

where $\kappa$ is the heat conductivity at $\mathbf j=0$ and $g_y=0$. If the sides of the sample are thermally insulated ($q_y=0$) instead of held at equal temperature ($g_y=0$), the thermopower, Nernst coefficient and heat conductivity become

$$S_a=S-NLB^2,\quad N_a=N+SL,\quad \kappa_a=\kappa(1+L^2B^2). \tag{2}$$

The suffix $a$ means adiabatic; quantities without it are isothermal. Other sign conventions for the coefficients change signs in (1) and (2).

## Onsager symmetry from the Boltzmann equation

Write the distribution as $f=f_0+wg_k$, with $w=-\partial f_0/\partial\varepsilon$. The function $g_k$ of the wave vector is unrelated to the gradient $\mathbf g$. To first order, the drift and electric-force terms are

$$\mathbf v\cdot\nabla f_0+w\,e\mathbf v\cdot\mathbf E
=w\,\mathbf v\cdot\left[e\mathbf E+\nabla\mu+\frac{\varepsilon-\mu}{T}\nabla T\right]=-w\,\mathbf v\cdot\mathbf F,$$

$$\mathbf F=-e\mathbf E'-\frac{\varepsilon-\mu}{T}\nabla T. \tag{3}$$

The magnetic force gives $\hbar\dot{\mathbf k}=-(e/c)\mathbf v\times\mathbf B$. It does no work, so $w$ is constant along this motion and the magnetic term is $\Omega g=w\,\dot{\mathbf k}\cdot\nabla_kg$. The linearized collision term is $(Cg)_k=\sum_{k'}W_{kk'}(g_k-g_{k'})$. We assume detailed balance, as holds for golden-rule rates: the equilibrium rates are equal in both directions, so $W_{kk'}=W_{k'k}$. The stationary equation is

$$(C+\Omega)g=w\,\mathbf v\cdot\mathbf F. \tag{4}$$

$C$ is symmetric. $\Omega$ is antisymmetric: integration by parts gives

$$\sum_kh\,w\dot{\mathbf k}\cdot\nabla_kg=-\sum_kg\,w\dot{\mathbf k}\cdot\nabla_kh,$$

because $\dot{\mathbf k}\cdot\nabla_kw=0$ and $\nabla_k\cdot\dot{\mathbf k}\propto\mathbf B\cdot(\nabla_k\times\nabla_k\varepsilon)=0$. It is also odd in $B$. Hence $(C+\Omega)^T$ at $B$ equals $C+\Omega$ at $-B$.

Let the functions $a_i$ be the components of $-e\mathbf v$ and $(\varepsilon-\mu)\mathbf v$. The fluxes $J=(\mathbf j,\mathbf q)$ are $J_i=\sum_kwa_ig_k$. By (3), the source is $w\sum_ia_iX_i$ with forces $X=(\mathbf E',-\nabla T/T)$. The same functions therefore occur in fluxes and sources, and

$$J_i=\sum_jL_{ij}X_j,\quad L_{ij}(B)=\sum_kwa_i(C+\Omega)^{-1}wa_j=L_{ji}(-B). \tag{5}$$

A constant $g_k$ is annihilated by $C+\Omega$, and for purely elastic scattering so is any function of the energy alone. Such functions carry no flux and are left out of the inverse. This derivation covers semiclassical carriers scattered by a bath in equilibrium. Skew scattering (an asymmetric $W$), phonon drag, Berry-curvature and magnetization currents are not included.

## Transport tensors

Hats denote in-plane tensors. Define

$$\mathbf j=\hat\sigma\mathbf E'-\hat\alpha\,\mathbf g,\qquad
\mathbf q=\hat\beta\mathbf E'-\hat{\bar\kappa}\,\mathbf g. \tag{6}$$

Since the thermal force is $-\mathbf g/T$, $\hat\alpha$ is the charge-heat block of $L_{ij}$ divided by $T$, while $\hat\beta$ is the heat-charge block. Equation (5) gives

$$\hat\beta(B)=T\hat\alpha(-B)^T,\quad \hat\sigma(B)=\hat\sigma(-B)^T,\quad
\hat{\bar\kappa}(B)=\hat{\bar\kappa}(-B)^T.$$

Experiments control $\mathbf j$, so solve the first equation of (6) for $\mathbf E'$ and insert it in the second:

$$\mathbf E'=\hat\rho\,\mathbf j+\hat S\mathbf g,\qquad \mathbf q=\hat\Pi\,\mathbf j-\hat\kappa\,\mathbf g, \tag{7}$$

$$\hat\rho=\hat\sigma^{-1},\quad \hat S=\hat\sigma^{-1}\hat\alpha,\quad
\hat\Pi=\hat\beta\hat\sigma^{-1},\quad
\hat\kappa=\hat{\bar\kappa}-\hat\beta\hat\sigma^{-1}\hat\alpha.$$

The last term of $\hat\kappa$ is the heat carried by the charge current that would flow at $\mathbf E'=0$. The symmetry passes to the Peltier tensor:

$$\hat\Pi(B)=T\hat\alpha(-B)^T[\hat\sigma(-B)^T]^{-1}
=T[\hat\sigma(-B)^{-1}\hat\alpha(-B)]^T=T\hat S(-B)^T. \tag{8}$$

## Proof of the Bridgman relation

Under the Ettingshausen conditions, the $y$ component of the heat current in (7) is

$$0=\Pi_{yx}j_x-\kappa_{yy}g_y.$$

With (8), this becomes

$$\kappa_{yy}(B)\left[\frac{g_y}{j_x}\right]_B=\Pi_{yx}(B)=T\,S_{xy}(-B). \tag{9}$$

In-plane isotropy has not been used. The right side refers to a Nernst experiment with the gradient along $y$, the field $E'_x$ measured along $x$, and $B$ reversed. Both the exchange of axes and the field reversal matter in a low-symmetry crystal. In a numerical lattice model with oblique bands, the left side of (9) is 0.0531 and the right side is 0.0531 in model units. The element $TS_{yx}(B)$, taken without exchange and reversal, is 0.267.

Now let $z$ be an axis of at least threefold symmetry, so that an in-plane tensor has $X_{xx}=X_{yy}$ and $X_{xy}=-X_{yx}$. Let there also be a mirror plane containing $z$, which we take as the $xz$ plane. The mirror reverses $y$ components and also $B_z$, because $\mathbf B$ is an axial vector. Diagonal elements are then even in $B$ and off-diagonal elements odd. Therefore

$$S_{xy}(-B)=-S_{xy}(B)=S_{yx}(B)=NB.$$

The left side of (9) is $\kappa PB$, and division by $B$ gives (1). The relation connects two different experiments: a current that pumps heat sideways, and a heat flow that produces a sideways voltage.

## Insulated sides in a heat-flow experiment

From here on the conductor is isotropic in the plane in this sense, with both the axis and the mirror. Represent a vector by $v_x+iv_y$. A tensor then acts by multiplication with $X_{xx}+iX_{yx}$, since

$$(X_{xx}+iX_{yx})(v_x+iv_y)=(X_{xx}v_x-X_{yx}v_y)+i(X_{yx}v_x+X_{xx}v_y).$$

At $\mathbf j=0$ and $q_y=0$, equation (7) gives $0=-\kappa_{yx}g_x-\kappa g_y$, so $LB=-\kappa_{yx}/\kappa$. The complex forms are

$$\hat S=S+iNB,\qquad \hat\kappa=\kappa(1-iLB). \tag{10}$$

Insulated sides allow a transverse gradient $g_y=LBg_x$ to build up. The full gradient is $(1+iLB)g_x$, and

$$\frac{E'_x+iE'_y}{g_x}=(S+iNB)(1+iLB)
=(S-NLB^2)+iB(N+SL).$$

Its parts are $S_a$ and $N_aB$. The heat current is

$$q_x+iq_y=-\kappa(1-iLB)(1+iLB)g_x=-\kappa(1+L^2B^2)g_x,$$

which is real, as $q_y=0$ requires. This proves (2). The correction $SL$ is the ordinary thermopower acting on the transverse temperature difference.

To recover isothermal values from adiabatic data, divide by $1+iLB$, that is, multiply by $(1-iLB)/(1+L^2B^2)$:

$$S=\frac{S_a+N_aLB^2}{1+L^2B^2},\qquad
N=\frac{N_a-S_aL}{1+L^2B^2},\qquad
\kappa=\frac{\kappa_a}{1+L^2B^2}. \tag{11}$$

These formulas assume uniform gradients, as in the middle of a long bar. If the sides leak heat, neither limit applies. One can then measure $g_y$ and use $E'_y=NBg_x+Sg_y$ directly.

The voltmeter leads matter too. If the transverse contacts differ in temperature, leads of thermopower $S_{\rm lead}$ outside the field subtract $S_{\rm lead}g_y$ from the measured $E'_y$. The apparent adiabatic coefficient is then $N+(S-S_{\rm lead})L$.

## Insulated sides in a current experiment

Let $E'_y=RBj_x$ define the Hall coefficient $R$, so that $\hat\rho=\rho+iRB$. With $j_y=0$ and $g_x=0$, insulated sides produce $g_y=PBj_x$, which is the complex gradient $iPBj_x$. Then

$$\frac{E'_x+iE'_y}{j_x}=\rho+iRB+(S+iNB)(iPB),$$

and the real and imaginary parts are

$$\rho_a=\rho-NPB^2=\rho-\frac{T(NB)^2}{\kappa},\qquad R_a=R+SP. \tag{12}$$

The adiabatic resistivity is thus not larger than the isothermal one. The entropy production keeps it from becoming negative. Its rate times $T$ is

$$\sum_iJ_iX_i=\mathbf j\cdot\mathbf E'-\mathbf q\cdot\mathbf g/T\ge0.$$

In the Boltzmann model this equals $\sum_kg(C+\Omega)g=\frac12\sum_{kk'}W_{kk'}(g_k-g_{k'})^2$, because the antisymmetric $\Omega$ drops out. For nonzero $j_x$ and $g_y$ alone, $E'_x=\rho j_x-NBg_y$ and $q_y=TNBj_x-\kappa g_y$. Hence

$$\rho j_x^2-2NBj_xg_y+\frac{\kappa}{T}g_y^2\ge0
\quad\Longrightarrow\quad T(NB)^2\le\rho\kappa. \tag{13}$$

The implication follows because a quadratic form that is never negative has a non-positive discriminant. In a numerical scan over scattering laws, fillings and fields, the largest value of $T(NB)^2/(\rho\kappa)$ was 0.64.

If the ends are insulated as well, $\mathbf q=0$. In-plane isotropy turns (8) into $\hat\Pi=T\hat S$, so

$$\frac{g_x+ig_y}{j_x}=\frac{\hat\Pi}{\hat\kappa}
=\frac{T(S+iNB)(1+iLB)}{\kappa(1+L^2B^2)}
=\frac{T(S_a+iN_aB)}{\kappa_a}.$$

Define $P_a=g_y/(Bj_x)$ under this full insulation. The imaginary part gives

$$\kappa_aP_a=TN_a. \tag{14}$$

The condition $q_x=0$ is an idealization, since current leads carry their own Peltier heat. If they impose $q_x=TS_{\rm lead}j_x$, the right side of (14) becomes $T(N_a-S_{\rm lead}L)$. With ideal leads, the Bridgman relation holds within either consistent set. Mixing the sets, for example $\kappa_aP$ with $TN_a$, fails in general.

## A parabolic band

Take $\varepsilon=mv^2/2$ with band mass $m$ and a relaxation time $\tau(\varepsilon)$. Try $g_k=\mathbf v\cdot\mathbf G(\varepsilon)$ in (4). Derivatives of $\mathbf G$ with respect to energy do not contribute, since the magnetic force conserves energy. With $\omega_c=eB/(mc)$ and $(\mathbf v\times\mathbf B)\cdot\mathbf G=\mathbf v\cdot(\mathbf B\times\mathbf G)$,

$$\frac{\mathbf G}{\tau}-\omega_c\hat z\times\mathbf G=\mathbf F
\quad\Longrightarrow\quad \mathbf G=\frac{\tau\mathbf F}{1-i\omega_c\tau}.$$

The last form uses complex notation, in which $\hat z\times$ is multiplication by $i$. The average of $v_iv_j$ over directions is $\delta_{ij}2\varepsilon/(3m)$. With the density of states $D=(2m)^{3/2}\sqrt\varepsilon/(2\pi^2\hbar^3)$, define

$$K_n=\frac{2}{3m}\int_0^\infty d\varepsilon\,D\,\varepsilon\,w\,(\varepsilon-\mu)^n\frac{\tau}{1-i\omega_c\tau}.$$

Inserting (3) gives $\mathbf j=e^2K_0\mathbf E'+eK_1\mathbf g/T$ and $\mathbf q=-eK_1\mathbf E'-K_2\mathbf g/T$. Comparison with (6) yields

$$\hat\sigma=e^2K_0,\quad\hat\alpha=-\frac{eK_1}{T},\quad\hat\beta=-eK_1,\quad
\hat{\bar\kappa}=\frac{K_2}{T}+\kappa_{\rm lat},\quad
\hat S=-\frac{K_1}{eTK_0}, \tag{15}$$

where a lattice conductivity $\kappa_{\rm lat}$ has been added.

If $\tau$ is constant, the factor $1/(1-i\omega_c\tau)$ cancels in $\hat S$, and $N=0$. At zero net current, faster and slower carriers flow in opposite directions. They are turned through the same Hall angle, so their transverse charge currents cancel too. Without lattice conduction, $\hat\kappa\propto1/(1-i\omega_c\tau)\propto1+i\omega_c\tau$, hence $LB=-\omega_c\tau$. The heat flow is still deflected when the Nernst voltage vanishes.

For $\tau\propto\varepsilon^r$ and weak field, use $\tau/(1-i\omega_c\tau)\simeq\tau+i\omega_c\tau^2$. Let brackets denote averages with weight $D\varepsilon w$. The term linear in $\omega_c$ of $K_1/K_0$ gives

$$NB=-\frac{\omega_c}{eT}\frac{\langle\tau^2\rangle}{\langle\tau\rangle}
\left[\frac{\langle\varepsilon\tau^2\rangle}{\langle\tau^2\rangle}
-\frac{\langle\varepsilon\tau\rangle}{\langle\tau\rangle}\right];$$

$\mu$ cancels in the difference. For nondegenerate carriers the weight is $\varepsilon^{3/2}e^{-\varepsilon/k_BT}$. The two mean energies are then $k_BT(5/2+2r)$ and $k_BT(5/2+r)$, so

$$NB=-\frac{k_B}{e}\,r\,\omega_c\frac{\langle\tau^2\rangle}{\langle\tau\rangle}. \tag{16}$$

The integrals converge for $r>-5/4$, and the linear regime is approached slowly as $r$ nears that value: at $\omega_c\tau(k_BT)=10^{-3}$, $NB$ is 94% of (16) for $r=-1$ but only 36% for $r=-1.2$. In this limit, the sign of $N$ shows whether $\tau$ rises or falls with energy.

In strong field, $\tau/(1-i\omega_c\tau)\simeq i/\omega_c+1/(\omega_c^2\tau)$, and to leading order

$$NB\simeq\frac{1}{eT\omega_c}\left[\langle\varepsilon/\tau\rangle-\langle\varepsilon\rangle\langle1/\tau\rangle\right].$$

For $\tau\propto\varepsilon^r$ the average $\langle1/\tau\rangle$ converges only for $r<5/2$, and the limit is approached slowly as $r$ nears that value. For $-5/4<r<5/2$ and $r\ne0$, the magnitude of the transverse thermopower $NB$ thus rises linearly at weak field and falls as $1/B$ when $\omega_c\tau\gg1$, provided $\hbar\omega_c\ll k_BT$ so that the semiclassical treatment still holds.

## Worked example

The model has round parameters: $T=100$ K, $m=0.1$ electron masses, $\mu=2k_BT$ above the band edge, $\tau=1\,{\rm ps}\,(\varepsilon/k_BT)^{-1/2}$, $\kappa_{\rm lat}=5\times10^4$ erg/(s cm K) and $B=5000$ G. The carrier density is $4.31\times10^{17}$ cm$^{-3}$, and $\omega_c\tau=0.879$ at energy $k_BT$. The integrals give

$$\hat\sigma=(4.815+2.477i)\times10^{14}\ {\rm s^{-1}},$$
$$\hat\alpha=(-2.039-0.786i)\times10^8\ {\rm statC/(s\,cm\,K)},$$
$$\hat{\bar\kappa}=(6.856+0.713i)\times10^4\ {\rm erg/(s\,cm\,K)}.$$

Division gives $\hat S=\hat\alpha/\hat\sigma=(-4.013+0.433i)\times10^{-7}$ statV/K. Hence $S=-4.013\times10^{-7}$ statV/K, or $-120.3\ \mu$V/K, and

$$N=\frac{4.326\times10^{-8}}{5000}=8.65\times10^{-12}\ {\rm statV/(K\,G)},$$

or $25.9\ \mu$V/(K T). Since $\hat\beta=T\hat\alpha$ here,

$$\hat\kappa=\hat{\bar\kappa}-T\hat\alpha\hat S=(6.003+0.486i)\times10^4\ {\rm erg/(s\,cm\,K)}.$$

Thus $LB=-0.4858/6.003=-0.0809$. The Bridgman relation gives

$$P=\frac{TN}{\kappa}=\frac{8.652\times10^{-10}}{6.003\times10^4}
=1.44\times10^{-14}\ {\rm K\,cm\,s/(G\,statC)},$$

or $4.32\times10^{-3}$ K m/(A T). Direct solution of (6) under the Ettingshausen conditions gives the same value.

For insulated sides, in $\mu$V/K,

$$N_aB=12.97+(-120.3)(-0.0809)=22.7,$$
$$S_a=-120.3-(12.97)(-0.0809)=-119.3.$$

The Nernst coefficient rises by 75% of its isothermal value, although the transverse gradient is only 8% of the longitudinal one. The reason is that this small gradient acts on $S$, which is about nine times $NB$ in magnitude. The other corrections are small relative to the isothermal values: $\kappa_a$ is larger by $(LB)^2=0.7\%$, $\rho_a$ is smaller by $T(NB)^2/(\rho\kappa)=0.19\%$, and $|R_a|$ is larger by 3.4%. Full insulation gives $P_a=2.51\times10^{-14}$ K cm s/(G statC), and both sides of (14) equal $1.515\times10^{-9}$ statV/G.

| $B$ (G) | $NB$ ($\mu$V/K) | $N_aB$ ($\mu$V/K) | $LB$ |
|---:|---:|---:|---:|
| 1000 | 3.70 | 6.08 | −0.021 |
| 5000 | 12.97 | 22.70 | −0.081 |
| 20000 | 12.73 | 26.07 | −0.096 |

All rows are semiclassical results; at 20000 G, $\hbar\omega_c$ has reached $0.27\,k_BT$, so the condition $\hbar\omega_c\ll k_BT$ is only moderately met there. At 20000 G, $NB$ is slightly smaller than at 5000 G, while $N_aB$ is larger. The difference $N_aB-NB=S\,LB$ goes from 9.7 to 13.3 $\mu$V/K. Both factors contribute: $|LB|$ goes from 0.081 to 0.096, and division shows that $|S|$ goes from 120 to 138 $\mu$V/K. In this model the thermal condition therefore affects both the size and the field dependence of the measured signal. The effect depends on the small lattice conductivity, 0.5 W/(m K). With the other parameters unchanged, the rise of the Nernst coefficient at 5000 G is 21% for $\kappa_{\rm lat}=2$ W/(m K), 4.5% for 10 W/(m K) and 0.45% for 100 W/(m K). At 10 W/(m K), $N_aB$ is already slightly smaller at 20000 G than at 5000 G, like $NB$. The numerical check below covers the conversions, the general relation (9), the constant-$\tau$ results and the weak-field formula (16); the strong-field formula is not tested.

## Numbers as computed

```
Lattice test, Onsager relative error: 3.03873e-12
Lattice test, asymmetry at fixed field: 0.0670695
Lattice test, kappa_yy times g_y/j_x: 0.0531214 model units
Lattice test, T S_xy at reversed field: 0.0531214 model units
Lattice test, T S_yx at same field: 0.266841 model units
Largest T(NB)^2/(rho kappa) in scan: 0.637942
Temperature: 100 K
Band mass / electron mass: 0.1
Chemical potential / kBT: 2
tau at energy kBT: 1e-12 s
Scattering exponent r: -0.5
Lattice heat conductivity: 50000 erg/(s cm K)
Magnetic field B: 5000 G
omega_c tau0: 0.87941
Carrier density: 4.31233e+17 cm^-3
sigma_xx: 4.81477e+14 s^-1
sigma_yx: 2.47733e+14 s^-1
alpha_xx: -2.03936e+08 statC/(s cm K)
alpha_yx: -7.85874e+07 statC/(s cm K)
kbar_xx: 68557.8 erg/(s cm K)
kbar_yx: 7129.48 erg/(s cm K)
Isothermal S: -4.01304e-07 statV/K
Adiabatic S_a: -3.97804e-07 statV/K
Isothermal N: 8.652e-12 statV/(K G)
Adiabatic N_a: 1.51467e-11 statV/(K G)
Righi-Leduc L: -1.61841e-05 G^-1
Righi-Leduc LB: -0.0809204
Isothermal kappa: 60033.8 erg/(s cm K)
Adiabatic kappa_a: 60426.9 erg/(s cm K)
Ettingshausen P: 1.44119e-14 K cm s/(G statC)
Fully insulated P_a: 2.50662e-14 K cm s/(G statC)
kappa P: 8.652e-10 statV/G
T N: 8.652e-10 statV/G
kappa_a P_a: 1.51467e-09 statV/G
T N_a: 1.51467e-09 statV/G
Isothermal rho: 1.64219e-15 s
Adiabatic rho_a: 1.63907e-15 s
Isothermal Hall R: -1.6899e-19 statV cm s/(G statC)
Adiabatic Hall R_a: -1.74774e-19 statV cm s/(G statC)
T(NB)^2/(rho kappa): 0.00189825
Converted S: -120.308 microV/K
Converted S_a: -119.258 microV/K
Converted N: 25.938 microV/(K T)
Converted N_a: 45.4088 microV/(K T)
Converted P: 0.00432057 K m/(A T)
Converted L: -0.161841 T^-1
B=1000 G: NB=3.6962, N_aB=6.0838 microV/K; LB=-0.02114
B=5000 G: NB=12.9690, N_aB=22.7044 microV/K; LB=-0.08092
B=20000 G: NB=12.7263, N_aB=26.0694 microV/K; LB=-0.09645
```
